Coordination numbers from partial pair distributions in an amorphous oxide

In a model of an amorphous oxide M₂X₃ with 60 cations M and 90 anions X, 18 cations have five anions within 2.69 Å, 40 have six and 2 have seven. The mean is 344/60 = 5.73, a number of neighbours that no single cation has. The same sample can be described by a smooth curve, the partial pair distribution g_MX(r), computed as a sum of waves in which no individual atom's neighbours are counted. Multiplying this curve by 4πr² and by the number density of X, and integrating up to its first minimum, gives 5.74. The agreement needs an explanation, and so does the small difference.

Consider a sample of volume V that contains N_a atoms of species a and N_b atoms of species b. Let r_ij be the distance from atom i of species a to atom j of species b. Choose a radius R and call j a neighbour of i if r_ij < R. With the step function Θ(x), equal to 1 for positive x and to 0 for negative x, the number of b neighbours of atom i is

n_i(R) = Σ_j Θ(R − r_ij).

Each b atom inside the sphere of radius R around i adds one, and each b atom outside adds nothing. The mean partial coordination number is the average over all a atoms:

n_ab(R) = (1/N_a) Σ_i Σ_j Θ(R − r_ij).

The first index names the central atom and the second its neighbours. If a and b are the same species, the term j = i is left out, because an atom is not its own neighbour. In a periodically repeated cube, r_ij is the distance to the nearest image of j, and R is kept below half the cube edge, so that no atom can enter the sphere twice.

A step function is the integral of a delta function. For r_ij > 0 and R different from r_ij,

Θ(R − r_ij) = ∫₀^R δ(r − r_ij) dr,

since the integration range contains the point r = r_ij precisely when r_ij < R. Inserting this and exchanging the finite sum with the integral gives

n_ab(R) = ∫₀^R D_ab(r) dr,

D_ab(r) = (1/N_a) Σ_i Σ_j δ(r − r_ij).

The function D_ab(r) is a radial density: D_ab(r) dr is the mean number of b atoms at distances between r and r + dr from an a atom. It has the dimension of an inverse length.

D_ab grows with r even when the atoms ignore each other, because a larger shell has more room. The volume of a shell of thickness dr is

(4π/3)[(r + dr)³ − r³] = 4πr² dr + 4πr (dr)² + (4π/3)(dr)³,

and for a thin shell the first term is the one that remains. If the b atoms were placed without regard to the a atoms, their mean density would be ρ_b = N_b/V everywhere, and the shell would hold 4πr²ρ_b dr of them on average. The partial pair distribution is the actual number divided by this reference number:

g_ab(r) = D_ab(r) / (4πr²ρ_b).

Solving for D_ab and inserting it into the integral yields

n_ab(R) = ∫₀^R 4πr² ρ_b g_ab(r) dr.

This is an identity for every allowed R. It contains no assumption about bonding, and none about isotropy, because g_ab collects the neighbours in all directions at a given distance. What it does require is that ρ_b and g_ab belong together. Suppose the sample is a thin film and V is taken to include some empty space above it. Then ρ_b comes out smaller, g_ab comes out larger by the same factor, and their product is unchanged. If instead the density is taken from one source and g_ab from another, a relative error in ρ_b passes unchanged into n_ab.

The density in the formula is that of the neighbour species, because the reference shell was filled with b atoms. In the model the total density is 0.0800 Å⁻³, of which X contributes 0.0480 Å⁻³ and M contributes 0.0320 Å⁻³. Using the total density would multiply the result by 0.0800/0.0480 = 5/3 and turn 5.74 into 9.56.

Two simple cases show what the formula does. If g_ab = 1 at all distances, then

n_ab(R) = 4πρ_b ∫₀^R r² dr = (4π/3) R³ ρ_b,

the volume of the sphere times the density, with no preferred value of R. In the opposite case every a atom has Z neighbours at one distance d and no others nearby. Then D_ab(r) = Z δ(r − d) in this region, so that

g_ab(r) = Z δ(r − d) / (4πd²ρ_b),

and the integral is 0 for R < d and Z for R > d. Here the coordination number is a plateau, independent of R until the next shell begins. The case also shows that the strength of a peak in g_ab is not itself a coordination number: at fixed Z and d, a lower density ρ_b gives a stronger peak. The weight 4πr²ρ_b removes this dependence.

An amorphous solid lies between the two cases. Its first shell is well formed but has a spread of distances, and some atoms may lie between the first shell and the next, as they do in this model. A choice of R is then needed. Differentiating the integral with respect to its upper limit gives

dn_ab/dR = 4πR² ρ_b g_ab(R).

The coordination number therefore changes slowly with R where g_ab is small. This is the reason for ending the integral at the first minimum r_min, beyond the first peak. The identity does not select this radius; it is a convention about which atoms to call neighbours, and it is a good one to the extent that g_ab(r_min) is small.

Strictly, the slope is smallest at the minimum of r²g_ab, not at that of g_ab. Setting the derivative of r²g_ab to zero gives

2r g_ab + r² g_ab′ = 0, or g_ab′ = −2g_ab/r.

The right-hand side is negative when g_ab > 0, so the point lies where g_ab is still falling, slightly inside r_min. Near the minimum write g_ab ≈ g_min + (κ/2)(r − r_min)², with curvature κ > 0. Then g_ab′ = κ(r − r_min), and to leading order in the shift

r − r_min ≈ −2g_min/(κ r_min).

The shift vanishes for a minimum that reaches zero and is small for a deep, sharply curved one. In the model the two minima lie at 2.69 Å and 2.67 Å.

The sample behind these numbers is a cube of edge 12.33 Å, repeated periodically. Its atoms interact through a pair potential with round parameters, which is not fitted to any particular material. In atomic units it reads

v(r) = q_i q_j exp(−r/λ)/r + ε (s/r)¹²,

with charges q = 1.5 for M and −1.0 for X and screening length λ = 2.5 Å. The length s is the distance at which the repulsion equals ε = 1 eV; it is 2.0 Å for M–X and M–M pairs and 2.8 Å for X–X pairs. For energies in eV and lengths in Å, the first term is multiplied by the Coulomb constant 14.40 eV Å. A constant and a term linear in r are added to each pair potential so that energy and force both vanish at 6.0 Å; beyond this distance the atoms do not interact. The atoms were started at kT = 1.0 eV, cooled to 0.02 eV in 2500 time steps and then relaxed until the largest force component was 0.0009 eV/Å.

The strongest interference maximum of the relaxed structure has an intensity per atom of 19.2. A crystal whose atoms all scatter in phase would give 150, the number of atoms. This is the upper limit, and it is what the program's label "perfect crystal" means; a crystal with several atoms per cell can stay below it. The sample is therefore far from that kind of order, though this one number does not describe its structure in any detail. The maximum lies at **G** = (2π/L)(6, 0, 6), with L the cube edge. This is a reciprocal vector of the 6 × 6 × 6 grid of sites on which the atoms were first placed, so a weak order commensurate with the cube is not excluded. The identity for n_ab does not depend on this.

If g_MX were obtained by sorting the interatomic distances into bins, integrating it would merely add up the bins again. A more searching comparison computes g_ab from sums of waves, one for each species. Such sums also determine diffraction intensities, although a single diffraction measurement gives only a weighted combination of the partial functions. Let **r** be a vector from an a atom, let **T** run over the translations of the periodic cube, and let **d**_ij be the vector from i to j. The mean density of b atoms at **r** is

P(**r**) = (1/N_a) Σ_i Σ_j Σ_T δ³(**r** − **d**_ij − **T**).

This function is periodic, so it has a Fourier series over the reciprocal vectors **G** of the cube. For a periodic array of delta functions all coefficients have the same size, 1/V:

Σ_T δ³(**r** − **d** − **T**) = (1/V) Σ_G exp[i**G**·(**r** − **d**)].

Because **d**_ij = **r**_j − **r**_i, the double sum over atoms factorizes. With

A(**G**) = Σ_i exp(i**G**·**r**_i), B(**G**) = Σ_j exp(i**G**·**r**_j),

one finds Σ_ij exp(−i**G**·**d**_ij) = A(**G**) B*(**G**), and hence

P(**r**) = (1/(N_a V)) Σ_G A(**G**) B*(**G**) exp(i**G**·**r**).

Now average over the directions of **r**. With u the cosine of the angle between **G** and **r**,

(1/2) ∫₋₁¹ exp(iGru) du = sin(Gr)/(Gr).

This is the same for **G** and −**G**, whose coefficients are complex conjugates, so only the real part of AB* survives, and it equals the real part of A*B. Dividing by ρ_b = N_b/V gives

g_ab(r) = (1/(N_a N_b)) Σ_G Re[A*(**G**) B(**G**)] exp(−G²σ²/2) sin(Gr)/(Gr).

The exponential has been added to make the sum converge. It is the Fourier transform of a Gaussian with standard deviation σ along each axis, so each pair vector is spread into a small cloud of that width; here σ = 0.10 Å. The term G = 0 has A = N_a and B = N_b and contributes 1, the value for uncorrelated atoms. All structure comes from the other terms. For like pairs, N_a is subtracted from |A(**G**)|² to remove the self pairs, and the G = 0 term becomes 1 − 1/N_a.

As a check of the normalization, the volume-weighted mean of g_MX between 8 and 16 Å was tested and came out as 0.9999. This range extends over periodic images, so it confirms the normalization but not how quickly correlations fade in an infinite sample.

The resulting curve has its first peak at 2.16 Å, with height 5.81. This height depends on the broadening: it is 7.8 for σ = 0.05 Å and 4.4 for σ = 0.15 Å, while the position moves by about 0.01 Å. Its first minimum, taken as the lowest point between the peak and 1.7 times the peak distance, is at r_min = 2.69 Å (5.08 bohr), with g_MX = 0.300. The integral up to R grows as follows:

R = 2.0 Å: n_MX = 0.39
R = 2.2 Å: n_MX = 2.97
R = 2.4 Å: n_MX = 5.13
R = 2.6 Å: n_MX = 5.62
R = 3.0 Å: n_MX = 6.32

The last stretch before the minimum can be followed by hand. At 2.60 Å, where g_MX = 0.341, the integrand is

4π × 2.60² × 0.0480 × 0.341 = 1.39 Å⁻¹,

and at the minimum it is

4π × 2.69² × 0.0480 × 0.300 = 1.31 Å⁻¹.

The mean of the two times the interval of 0.09 Å is 0.12. Added to 5.62 this gives 5.74, in agreement with the full integration, 5.737.

The direct count finds 344 M–X pairs closer than r_min, or 344/60 = 5.733 per cation. The difference of 0.004 must come from the Gaussian spreading, which moves some weight across the cutoff. To test this, each pair was given the probability that its spread-out vector ends inside the sphere, and these probabilities were summed and divided by the 60 cations. The result is 5.7370, equal to the integral in all printed digits. The same test for X–X pairs, at the arbitrary cutoff 3.50 Å, gives 10.457 by both routes, as it should if the identity holds for any R and not merely at a minimum.

The effect of the spreading is small at r_min for a reason. Let P(r) = ρ_b g_ab(r) be a smooth density before spreading. A random displacement with independent components, each of zero mean and variance σ², changes it, to leading order in σ², by (σ²/2)∇²P: the linear terms of the Taylor expansion average to zero, and of the quadratic terms those with equal indices remain. Integrating over the sphere and using the divergence theorem,

Δn_ab ≈ (σ²/2) ∫ ∇²P d³r = (σ²/2) 4πR² P′(R) = 2πσ²R² ρ_b g_ab′(R).

At a minimum g_ab′ = 0, and this leading term vanishes. The estimate treats the density as smooth on the scale of σ. In a finite sample the plain count moves in steps of 1/60 = 0.017, and the observed difference is about a fifth of one such step. The estimate thus explains why no large systematic shift appears at r_min; the value 0.004 itself depends on where the few pairs near the cutoff happen to lie.

The sensitivity to the cutoff matters more. Moving R from 0.1 Å below the minimum to 0.1 Å above it changes the direct count by 0.27. The slope formula predicts 1.31 Å⁻¹ × 0.2 Å = 0.26. The same move across the peak changes the count by 4.17. The minimum is thus the far better place to stop, but it is not a gap: g_MX is still 0.30 there, and it is 0.39 at 3.0 Å. There is no flat plateau, and between 2.6 and 3.0 Å the coordination number rises by 0.70. A shift of the cutoff by 0.1 Å alters it by about 0.13. The valley also holds a second shallow minimum of nearly the same depth, with g_MX = 0.310 at 3.14 Å, and the choice of σ decides which of the two is lower. With σ = 0.15 Å instead of 0.10 Å, the lowest point in the same search range is the one at 3.14 Å, and the integral up to it is 6.58; with σ = 0.05 Å it lies at 3.13 Å. The value of g_MX at the inner minimum changes from 0.25 to 0.36 between σ = 0.05 and 0.15 Å, whereas the integral to the fixed radius 2.69 Å stays between 5.73 and 5.74. For this sample it is therefore reasonable to quote 5.7 only together with the cutoff 2.69 Å; further digits serve only to compare the two routes.

The slope formula was also tested on the steep outer flank of the peak. At 2.26 Å it gives 13.479 Å⁻¹, and the difference quotient of the spread-out direct count gives 13.478 Å⁻¹.

The coordination of the anions follows from the same pairs. Every M–X pair within the cutoff is counted once from its M end and once from its X end, so

N_a n_ab(R) = N_b n_ba(R).

The integral shows the same balance. The distances from a to b are those from b to a, hence N_a D_ab = N_b D_ba. Dividing by 4πr² and inserting the definition of g gives N_a ρ_b g_ab = N_b ρ_a g_ba. Since N_a ρ_b = N_a N_b/V = N_b ρ_a, it follows that g_ab = g_ba. One curve serves both coordination numbers, and the density in front makes the difference. With ρ_M in place of ρ_X the integral to 2.69 Å is 3.82, and the count is 344/90 = 3.82. The balance holds at a common cutoff; if the two numbers were taken at different radii, they could refer to different sets of pairs.

The mean also hides the distribution behind it. The squared deviations of the 60 individual numbers from 5.73 average to

[18 × 0.73² + 40 × 0.27² + 2 × 1.27²]/60 ≈ 0.26,

a standard deviation of about 0.5. A sample in which 16 cations had five neighbours and 44 had six would have the same mean, 344/60, without any sevenfold site. The pair distribution gives the average number of neighbours at each distance, and this integral cannot tell how they are shared among the atoms. That takes further information, for example the positions themselves, as a structure model provides them. The values found here belong to one quenched configuration of 150 atoms; a quench from another random start put the lowest point of g_MX at 3.05 Å, with 6.35 neighbours inside it and 5.85 inside 2.69 Å, so both the cutoff and the count change from one quench to another by more than the digits quoted. The numerical output lists the remaining values.

Computed values

```
cations M, anions X: 60, 90
total number density: 0.0800 1/angstrom^3
density of M: 0.0320 1/angstrom^3
density of X: 0.0480 1/angstrom^3
cube edge: 12.331 angstrom
charges of M, X: 1.5, -1.0 e
Coulomb constant: 14.3996 eV angstrom
screening length: 2.5 angstrom
repulsion lengths MX, XX, MM: 2.0, 2.8, 2.0 angstrom
potential cutoff: 6.0 angstrom
kT at start and end of cooling: 1.0, 0.02 eV
cooling steps: 2500
relaxed energy per atom: -1.536 eV
largest force component: 0.0009 eV/angstrom
largest Bragg-like intensity per atom: 19.2
same for a perfect crystal: 150
broadening sigma: 0.10 angstrom
first peak of g_MX: r = 2.16 angstrom, g = 5.81
first minimum of g_MX: r = 2.69 angstrom, g = 0.2998
first minimum in bohr: 5.083 bohr
minimum of r^2 g_MX: r = 2.67 angstrom
mean g_MX from 8 to 16 angstrom: 0.9999
R = 1.8 angstrom: g_MX = 0.062, integral n_MX = 0.004
R = 2.0 angstrom: g_MX = 2.556, integral n_MX = 0.390
R = 2.2 angstrom: g_MX = 5.533, integral n_MX = 2.973
R = 2.4 angstrom: g_MX = 1.409, integral n_MX = 5.126
R = 2.6 angstrom: g_MX = 0.341, integral n_MX = 5.618
R = 3.0 angstrom: g_MX = 0.387, integral n_MX = 6.315
n_MX, integral to first minimum: 5.7370
n_MX, broadened direct count: 5.7370
n_MX, plain direct count: 5.7333
n_XM, integral to same cutoff: 3.8247
n_XM, broadened direct count: 3.8247
n_XM, plain direct count: 3.8222
M-X pairs within cutoff: 344
wrong n_MX with total density: 9.5617
M atoms with 5 X neighbours: 18
M atoms with 6 X neighbours: 40
M atoms with 7 X neighbours: 2
n_XX within 3.50 angstrom, integral: 10.4570
n_XX within 3.50 angstrom, broadened count: 10.4570
slope at 2.26 angstrom, formula: 13.479 1/angstrom
slope at 2.26 angstrom, counted: 13.478 1/angstrom
count change, cutoff -0.1 to +0.1 angstrom at minimum: 0.267
count change, cutoff -0.1 to +0.1 angstrom at peak: 4.167
```
